# Why a High Neutrality Level Makes n-Type Indium Arsenide Contacts Easy

Anyone who simulates a device with a metal contact on n-type indium arsenide must first choose a boundary condition. One choice is a Schottky barrier: the interface is depleted, and electrons must pass over or through a hill. The other is an accumulated interface with no hill. The two choices can change the computed contact resistance by orders of magnitude. The difference between metal work function and electron affinity does not settle the matter, because interface states can hold the Fermi level elsewhere.

In indium arsenide the neutrality level of these states is taken to lie above the conduction edge. That placement is an input here. The question is what follows from it, and how far above the edge the level must be.

## What fixes the neutrality level

The neutrality level is the filling energy at which the interface states carry no net charge. For states induced by the metal, it reflects the balance between valence-like and conduction-like character over the whole Brillouin zone. A light conduction valley reaches far down in energy but contains few states, so the level may plausibly lie above its bottom.

The smallness can be counted. Let $E$ be energy above the conduction edge, and take an isotropic two-band dispersion,

$$k^2(E)=\frac{2m}{\hbar^2}E\left(1+\frac{E}{E_g}\right),$$

with edge mass $m$ and gap $E_g$. Including spin, the number of states per volume below $E$ is

$$M(E)=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3(E)}{3\pi^2}.$$

A band holds two states per primitive cell, so the valley below $E$ contains the fraction $M(E)v/2$ of it, where $v$ is the cell volume. For $m=0.025$ free masses, $E_g=0.40$ eV, $v=0.05$ nm³ and $E=0.15$ eV, this fraction is $4\times10^{-5}$. The count supports the placement but does not calculate it.

## Band bending in the semiconductor

Let the semiconductor fill $x>0$, and define

$$\mu(x)=E_F-E_c(x),\qquad s=\mu(0),\qquad \mu_b=\mu(\infty).$$

Positive $s$ means that the Fermi level lies inside the conduction band at the interface. The system is in equilibrium, donors of density $N_d$ are fully ionized, and holes are neglected. The electron density is given its local Fermi value,

$$n(\mu)=\int_0^\infty \frac{dM}{dE}\,f(E-\mu)\,dE,\qquad f(y)=\frac{1}{e^{y/k_BT}+1}.$$

It helps to define $P(\mu)=\int_0^\infty M f\,dE$. Since $\partial f/\partial\mu=-\partial f/\partial E$, integration by parts gives

$$\frac{dP}{d\mu}=-\int_0^\infty M\frac{\partial f}{\partial E}\,dE=\int_0^\infty\frac{dM}{dE}f\,dE=n(\mu).$$

The boundary terms vanish because $M(0)=0$ and $f$ decays exponentially.

The conduction edge follows the electron's potential energy, $E_c=-e\phi+\text{constant}$, so $\mu=e\phi+\text{constant}$. Poisson's equation, $\phi''=-e(N_d-n)/\varepsilon$, becomes

$$\mu''=\frac{e^2}{\varepsilon}(n-N_d).$$

Multiply by $\mu'$ and integrate from $x$ to the bulk, where $\mu'=0$:

$$-\frac{\mu'^2}{2}=\frac{e^2}{\varepsilon}\int_\mu^{\mu_b}(n-N_d)\,d\mu.$$

Reversing the limits and using $dP/d\mu=n$ gives

$$\mu'^2=\frac{2e^2}{\varepsilon}\left[P(\mu)-P(\mu_b)-N_d(\mu-\mu_b)\right].$$

The excess number of electrons per area is

$$N(s)=\int_0^\infty(n-N_d)\,dx=\frac{\varepsilon}{e^2}\int_0^\infty\mu''\,dx=-\frac{\varepsilon}{e^2}\mu'(0).$$

If $s>\mu_b$, then $\mu$ falls into the bulk and $N$ is positive: electrons accumulate. If $s<\mu_b$, $N$ is negative and the interface is depleted.

The mean depth of the excess charge needs no further integration of the profile. Integrating by parts,

$$\int_0^\infty x\mu''\,dx=-\int_0^\infty\mu'\,dx=s-\mu_b,$$

because $x\mu'$ vanishes at both ends. The centroid is therefore $\bar x=\varepsilon(s-\mu_b)/(e^2N)$.

## Charge balance at the contact

Place a layer of thickness $d$ and permittivity $\varepsilon_i$ between metal and semiconductor. With metal work function $\Phi_m$ and electron affinity $\chi$, the local vacuum levels on its two sides are $E_F+\Phi_m$ and

$$E_c(0)+\chi=E_F-s+\chi.$$

From metal to semiconductor the electron's energy thus rises by $s_0-s$, where $s_0=\chi-\Phi_m$. The field in the layer is $(s_0-s)/(ed)$, and Gauss's law gives the metal charge per area:

$$\sigma_m=\frac{\varepsilon_i(s_0-s)}{ed}=eC(s_0-s),\qquad C=\frac{\varepsilon_i}{e^2d}.$$

The interface states have a constant density $D$ per area and energy, and are counted separately from the band electrons. Their neutrality level lies at $E_c(0)+\Delta$. Filling them to $E_F=E_c(0)+s$ adds $D(s-\Delta)$ electrons, hence a charge $-eD(s-\Delta)$. The semiconductor contributes $-eN(s)$. Neutrality of the whole contact, divided by $e$, reads

$$C(s_0-s)-D(s-\Delta)-N(s)=0.$$

Collecting the terms in $s$ on one side gives $(C+D)s=Cs_0+D\Delta-N(s)$. With $S=C/(C+D)$,

$$s=s^*-\frac{N(s)}{C+D},\qquad s^*=Ss_0+(1-S)\Delta.$$

This is an equation for $s$, since $N$ depends on it. To see that it has one root, square $N$ and insert the first integral:

$$N^2=\frac{2\varepsilon}{e^2}\left[P(s)-P(\mu_b)-N_d(s-\mu_b)\right].$$

Differentiation gives

$$2N\frac{dN}{ds}=\frac{2\varepsilon}{e^2}[n(s)-N_d]
\quad\Longrightarrow\quad
\frac{dN}{ds}=\frac{\varepsilon}{e^2}\frac{n(s)-N_d}{N}.$$

Numerator and denominator have the same sign on either side of $\mu_b$, so $N$ increases with $s$. The left side of the balance therefore decreases steadily, from positive to negative values, and crosses zero once.

At $s=\mu_b$ the semiconductor charge vanishes and the left side equals $(C+D)(s^*-\mu_b)$. The root lies above $\mu_b$ precisely when this is positive. Within the model, the condition for accumulation is

$$Ss_0+(1-S)\Delta>\mu_b.$$

A neutrality level above the conduction edge is thus not sufficient by itself. It must also outweigh an unfavourable work function and the bulk Fermi position. For $s_0<\mu_b<\Delta$, setting $s=\mu_b$ and $N=0$ in the balance gives the state density at which the bands are flat:

$$D_{\rm flat}=C\,\frac{\mu_b-s_0}{\Delta-\mu_b}.$$

A larger $D$ raises $s^*$ towards $\Delta$ and produces accumulation; a smaller one leaves depletion. As $D\to\infty$, $s\to\Delta$. At $D=0$ the work function governs the contact, apart from the correction $N/C$.

## Two contacts that differ in one level

Consider a model semiconductor with the mass and gap above, relative permittivity 15, $N_d=10^{17}$ cm⁻³ and $T=300$ K. These are round parameters, not a fit to indium arsenide. The layer has $d=0.5$ nm and relative permittivity 3, so $C=3.32\times10^{13}$ cm⁻² eV⁻¹. With $D=3\times10^{14}$ cm⁻² eV⁻¹, $S=0.0995$. The bulk Fermi level almost coincides with the conduction edge, $\mu_b=0.0007$ eV.

The metal has $s_0=-0.30$ eV. Without interface states it would give a barrier of about 0.28 eV, the shift from 0.30 eV being the correction $N/C$. Now put the neutrality level at $\Delta=0.15$ eV:

$$s^*=0.0995(-0.30)+0.9005(0.15)=0.105\ \text{eV}.$$

The full balance gives $s=0.103$ eV. The bands bend down by 0.102 eV, and $N=7.6\times10^{11}$ cm⁻². The three charges show where these electrons come from:

- The metal term is $C(s_0-s)=3.316\times10^{13}\times(-0.4029)=-1.336\times10^{13}$ cm⁻², so the metal is negative.
- The interface-state term is $-D(s-\Delta)=3\times10^{14}\times0.04707=1.412\times10^{13}$ cm⁻², so these states are positive.
- Their sum, $7.6\times10^{11}$ cm⁻², is balanced by the accumulated electrons.

The interface states, filled to 0.047 eV below neutrality, act as donors to both sides. Most of their charge is compensated in the metal.

The flat-band density is

$$D_{\rm flat}=3.316\times10^{13}\times\frac{0.3007}{0.1493}=6.7\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

The chosen $D$ is 4.5 times larger. At this $D$, the accumulation condition requires $\Delta>(\mu_b-Ss_0)/(1-S)=0.034$ eV. A level only 0.02 eV above the edge would still leave this contact depleted, though by a hill of only 0.012 eV, less than $k_BT$. The criterion fixes the sign of the bending, not the size of the resistance. At heavier doping $\mu_b$ rises, to about 0.35 eV at $10^{19}$ cm⁻³ for this dispersion. The contact with $\Delta=0.15$ eV is then depleted, while $s$ stays positive and the Fermi level still lies above the conduction edge at the interface.

The influence of the metal follows by differentiating the balance with respect to $s_0$:

$$C\left(1-\frac{ds}{ds_0}\right)-D\frac{ds}{ds_0}-\frac{dN}{ds}\frac{ds}{ds_0}=0,$$

$$\frac{ds}{ds_0}=\frac{C}{C+D+dN/ds}=0.097.$$

Changing $s_0$ from $-0.60$ to $0$ eV moves $s$ only from 0.074 to 0.132 eV. All these metals give accumulation.

For comparison, put the neutrality level at $\Delta=-0.20$ eV and leave everything else unchanged. Then $s=-0.208$ eV: the conduction edge at the interface stands 0.208 eV above the Fermi level. The neglected hole density there is estimated, for a hole mass of 0.4 free masses, as $4\times10^{15}$ cm⁻³, about 4% of the donor density.

A direct numerical solution of Poisson's equation through layer, interface and semiconductor tests $s$, $N$ and the centroid for both contacts. It also tests the flat-band density and the response to the metal.

## From band bending to resistance

Suppose the wave vector parallel to the interface, $\mathbf k_\parallel$, is conserved. At a given energy, the propagating states fill a circle of radius $k$ in the plane of $\mathbf k_\parallel$. They supply $\pi k^2/(2\pi)^2=k^2/4\pi$ channels per area and spin. Each transmitting channel contributes $e^2/h$, so with full transmission the conductance per area is

$$G=\frac{2e^2}{h}\int_0^\infty\frac{k^2(E)}{4\pi}\left(-\frac{\partial f}{\partial E}\right)dE,$$

where $E$ is measured from the highest conduction edge on the path.

In accumulation that edge is the bulk one. An electron arriving from the bulk gains kinetic energy towards the interface, so its normal wave vector, $k_x^2=k^2(E-E_c(x))-k_\parallel^2$ with $E$ now the total energy, remains positive. It meets no classically forbidden region in the semiconductor. The thin layer at the metal may still reflect it. The resulting resistance, $1/G=1.2\times10^{-7}$ Ω cm², is the smallest value this two-reservoir formula allows at this bulk doping, because reflection at the interface or in the layer can only reduce the transmission. It is not a bound on the contact resistance as usually extracted. A scattering bar of length $L$ between two ideal contacts has roughly the resistance $(1/G)(1+L/\lambda)$, with $\lambda$ the backscattering length. Extrapolation to $L=0$ leaves about $1/G$ shared between the two contacts, so one ideal contact carries about half of it, $6\times10^{-8}$ Ω cm². Accumulation therefore means the absence of a depletion barrier, not zero resistance.

In the depleted contact the highest edge is at the interface. The size of the effect follows from the parabolic limit, $k^2=2mE/\hbar^2$. With $\mu_t$ the Fermi level relative to the highest edge, integration by parts gives

$$\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE=\int_0^\infty f\,dE=k_BT\ln\left(1+e^{\mu_t/k_BT}\right).$$

For $\mu_t=\mu_b$ the logarithm is 0.71. For $\mu_t=s=-0.208$ eV it is close to $e^{-0.2083/0.02585}=3.2\times10^{-4}$. Their ratio is about 2200. The two-band calculation gives $2.7\times10^{-4}$ Ω cm² for emission over the barrier, about 2300 times the accumulated value.

Tunnelling makes a substantial difference here. In the WKB approximation the transmission is

$$T=\exp\left(-2\int\kappa\,dx\right),\qquad \kappa^2=k_\parallel^2-k^2(E-E_c(x)),$$

taken where $\kappa^2>0$. The first integral supplies $dx=d\mu/|\mu'|$. Including this transmission lowers the resistance by a factor of four, to $6\times10^{-5}$ Ω cm². That is still about 500 times the accumulated value. Both figures omit reflection by the thin layer and from the mismatch between metal and semiconductor states, so the ratio describes the effect of the barrier rather than predicting two measured resistances. Referred to the half value carried by one ideal contact, both ratios would be about twice as large. Image-force lowering of the barrier is also left out.

## Where the solution is reliable

The weakest part is the shape of the accumulation layer. Its centroid lies 11 nm deep, while the Fermi wavelength at the interface is 22 nm. Subbands must then matter, and the local density cannot be trusted in detail.

The position of the Fermi level is much less exposed, since the semiconductor charge enters through $N/(C+D)=0.002$ eV. Removing that charge from the balance gives $s=0.105$ eV; doubling the function $N(s)$ gives 0.101 eV. Any charge law between these two leaves $s$ in this interval, because more accumulated charge at a given $s$ moves the root down. The conclusion that electrons accumulate survives such changes, although the layer's profile does not.

It would fail if the interface states were removed, for instance by a treatment that brought $D$ below $D_{\rm flat}$ with this metal. It also does not carry over to holes. At the accumulated interface the Fermi level lies $E_g+s=0.50$ eV above the valence edge. The neutrality level that removes the electron barrier thus places the Fermi level far from the valence band, which is unfavourable for a p-type contact. The numerical output gives further positions of the neutrality level.

## Table of computed values

```
Electron mass / free mass: 0.025
Band gap: 0.40 eV
Semiconductor relative permittivity: 15.0
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Donor density: 1.00e+17 cm^-3
Interface layer thickness: 0.50 nm
Interface layer relative permittivity: 3.0
Interface-state density D: 3.00e+14 cm^-2 eV^-1
Layer term C: 3.316e+13 cm^-2 eV^-1
Affinity minus work function s0: -0.30 eV
Bulk mu_b: 0.00066 eV
S = C/(C+D): 0.0995
Chosen primitive-cell volume: 0.050 nm^3
Fraction of band below high level: 4.20e-05
-- High neutrality level --
Delta: 0.15 eV
s* without semiconductor charge: 0.10521 eV
Solved s: 0.10293 eV
Downward band bending s-mu_b: 0.10227 eV
Excess sheet density N: 7.590e+11 cm^-2
Interface electron density: 9.851e+17 cm^-3
Field magnitude at interface: 9.156 MV/m
Centroid of excess charge: 11.17 nm
Fermi wavelength at interface: 21.56 nm
Shift N/(C+D): 0.00228 eV
s with doubled semiconductor charge: 0.10078 eV
Pinning slope ds/ds0: 0.0967
Flat-band state density: 6.676e+13 cm^-2 eV^-1
Resistance lower bound: 1.174e-07 ohm cm^2
-- Low neutrality level --
Delta: -0.20 eV
Solved s: -0.20831 eV
Barrier from metal Fermi level: 0.20831 eV
Upward band bending mu_b-s: 0.20897 eV
Chosen hole mass / free mass: 0.40
Neglected interface hole density: 3.82e+15 cm^-3
Resistance, emission only: 2.67e-04 ohm cm^2
Resistance with tunnelling: 6.25e-05 ohm cm^2
Ratio to high-level contact: 532
-- Variations: solved s --
Delta = -0.10 eV: -0.1187 eV
Delta = 0.00 eV: -0.0295 eV
Delta = 0.05 eV: 0.0149 eV
Delta = 0.10 eV: 0.0591 eV
Delta = 0.15 eV, s0 = -0.60 eV: 0.0739 eV
Delta = 0.15 eV, s0 = 0.00 eV: 0.1319 eV
```
